# Closed-orbit actions and bifurcations for hydrogen in an electric field: test program

```python
# Closed orbits of hydrogen in an electric field, H = p^2/2 - 1/r + F z, L_z = 0.
# Scaled energy eps = E/sqrt(F); scaled action = action * F^(1/4).
# With u^2 = r+z, v^2 = r-z the scaled motion separates:
#   pu^2/2 - eps u^2 + u^4/2 = c1,  pv^2/2 - eps v^2 - v^4/2 = c2,  c1+c2 = 2.
# Uphill orbit (+z): c1 = 2. Downhill orbit (-z): c2 = 2.
# Result under test: elliptic formulas for the actions, and bifurcations of
# repeated axial orbits where the regularized period ratio Tu/Tv equals l/k.
# An off-axis closed orbit l/k exists only between its two bifurcation energies.
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import agm, ellipe, ellipk


def elliptic_integrals(eps, c, sign):
    """Parameter m, I0 = int dq/p and I2 = int q^2 dq/p; sign +1: u, -1: v."""
    root = np.sqrt(eps**2 + 2 * sign * c)
    outer = root - eps
    inner = 2 * c / outer
    if sign > 0:
        m = inner / (inner + outer)
        scale = np.sqrt(inner + outer)
        i0 = ellipk(m) / scale
        i2 = scale * ellipe(m) - outer * ellipk(m) / scale
    else:
        m = inner / outer
        scale = np.sqrt(outer)
        i0 = ellipk(m) / scale
        i2 = scale * (ellipk(m) - ellipe(m))
    return m, i0, i2


def half_cycle(eps, c, sign):
    """Action, regularized duration and physical duration of a half-cycle."""
    _, i0, i2 = elliptic_integrals(eps, c, sign)
    return 2 * (4 * c * i0 + 2 * eps * i2) / 3, 2 * i0, 2 * i2


def mean_function(x):
    return agm(np.sqrt(x), np.sqrt((1 + x) / 2))


def period_ratio(eps, c1):
    g = np.sqrt(1 - 2 * (2 - c1) / eps**2)
    q = np.sqrt(1 + 2 * c1 / eps**2)
    return mean_function(g) / mean_function(q)


def bifurcation_energies(l, k):
    down = brentq(lambda e: period_ratio(e, 0.0) - l / k,
                  -60, -2 - 1e-12, xtol=1e-13)
    up = brentq(lambda e: period_ratio(e, 2.0) - l / k,
                -60, -1e-6, xtol=1e-13)
    return down, up


def off_axis_orbit(eps, l, k):
    """Separation constant c1, action and return time of the l/k orbit."""
    lowest = max(0.0, 2 - eps**2 / 2) + 1e-12
    c1 = brentq(lambda c: period_ratio(eps, c) - l / k,
                lowest, 2 - 1e-12, xtol=1e-14)
    su, _, tu = half_cycle(eps, c1, +1)
    sv, _, tv = half_cycle(eps, 2 - c1, -1)
    return c1, k * su + l * sv, k * tu + l * tv


# ---- actions against the integral of p dz along the axis
def axial_action_quadrature(eps, sign):
    end = (eps + np.sqrt(eps**2 + 4)) / 2 if sign > 0 else \
          (-eps - np.sqrt(eps**2 - 4)) / 2

    def integrand(a):
        x = end * np.sin(a)**2
        p = np.sqrt(max(2 * (eps + 1 / x - sign * x), 0.0))
        return 2 * p * 2 * end * np.sin(a) * np.cos(a)
    return quad(integrand, 0, np.pi / 2, epsabs=1e-11, epsrel=1e-11)[0]


for energy, sign in [(-4.0, 1), (-2.5, 1), (-0.7, 1), (-4.0, -1),
                     (-2.5, -1), (-2.05, -1)]:
    action, _, duration = half_cycle(energy, 2.0, sign)
    assert abs(action - axial_action_quadrature(energy, sign)) < 1e-8
    h = 1e-4
    slope = (axial_action_quadrature(energy + h, sign)
             - axial_action_quadrature(energy - h, sign)) / (2 * h)
    assert abs(slope - duration) < 1e-4  # finite-difference error near saddle

# Low-field expansion and the saddle limit
nu = 1 / np.sqrt(40.0)
for sign in (1, -1):
    expansion = 2 * np.pi * nu * (1 - sign * 3 / (8 * 20.0**2))
    exact = axial_action_quadrature(-20.0, sign)
    assert abs(exact / expansion - 1) < 20 * nu**8
saddle_action = 8 * np.sqrt(2) / 3
assert abs(axial_action_quadrature(-2 - 1e-6, -1) - saddle_action) < 1e-4


# ---- period ratio against direct quadrature of dq/p
def period_quadrature(eps, c, sign, points=3000):
    turning = 2 * c / (-eps + np.sqrt(eps**2 + 2 * sign * c))
    a = (np.arange(points) + 0.5) * np.pi / (2 * points)
    x = turning * np.sin(a)**2
    p = np.sqrt(2 * c + 2 * eps * x - sign * x**2)
    return 4 * np.sum(np.sqrt(turning) * np.cos(a) / p) * np.pi / (2 * points)


def ratio_quadrature(eps, c1):
    return (period_quadrature(eps, c1, 1)
            / period_quadrature(eps, 2 - c1, -1))


for energy, c1 in [(-3.0, 0.4), (-2.2, 1.1), (-1.5, 1.6), (-0.8, 1.9)]:
    assert abs(ratio_quadrature(energy, c1) - period_ratio(energy, c1)) < 1e-7
for c1 in (1e-6, 2 - 1e-6):
    low_field = 1 - 3 / (4 * 10.0**2)
    assert abs(ratio_quadrature(-10.0, c1) - low_field) < 0.2 * 0.04**2


# ---- bifurcation energies by shooting from the nucleus close to the axis
def flow(tau, y, eps):
    u, v, pu, pv = y[:4]
    return [pu, pv, 2 * eps * u - 2 * u**3, 2 * eps * v + 2 * v**3,
            pu**2 + pv**2, u**2 + v**2]


def transverse_miss(eps, returns, along):
    """Transverse coordinate at a return; along = 0 uphill, 1 downhill."""
    small = 5e-7
    c1 = 2 - small if along == 0 else small
    start = [0, 0, np.sqrt(2 * c1), np.sqrt(2 * (2 - c1)), 0, 0]

    def crossing(tau, y, e):
        return y[along]
    sol = solve_ivp(flow, (0, 12), start, args=(eps,), method="DOP853",
                    rtol=1e-10, atol=1e-13, events=crossing)
    hits = [y for t, y in zip(sol.t_events[0], sol.y_events[0]) if t > 1e-4]
    return hits[returns - 1][1 - along]


l0, k0 = 2, 3
eps_down, eps_up = bifurcation_energies(l0, k0)
shot_up = brentq(transverse_miss, eps_up - 0.01, eps_up + 0.01,
                 args=(k0, 0), xtol=1e-9)
shot_down = brentq(transverse_miss, eps_down - 0.01, eps_down + 0.01,
                   args=(l0, 1), xtol=1e-9)
assert abs(shot_up - eps_up) < 2e-5
assert abs(shot_down - eps_down) < 2e-5

# ---- number of off-axis orbits below, inside and above the energy window
counts = []
for energy in (eps_down - 0.05, (eps_down + eps_up) / 2, eps_up + 0.05):
    grid = np.linspace(max(0, 2 - energy**2 / 2) + 1e-3, 2 - 1e-3, 60)
    values = np.array([ratio_quadrature(energy, c) for c in grid])
    assert np.all(np.diff(values) > 0)
    counts.append(int(np.sum(np.diff(np.sign(values - l0 / k0)) != 0)))
assert counts == [0, 1, 0]

# ---- the off-axis orbit joins the repeated axial orbits at both ends
c_low, s_low, _ = off_axis_orbit(eps_down + 1e-4, l0, k0)
c_high, s_high, _ = off_axis_orbit(eps_up - 1e-4, l0, k0)
assert c_low < 0.01 and 2 - c_high < 0.01
assert abs(s_low - l0 * axial_action_quadrature(eps_down + 1e-4, -1)) < 1e-5
assert abs(s_high - k0 * axial_action_quadrature(eps_up - 1e-4, 1)) < 1e-5

# ---- off-axis orbit followed in Cartesian coordinates to the nucleus
eps_off = -1.8
c1_off, action_off, time_off = off_axis_orbit(eps_off, l0, k0)
begin = [0, 0, np.sqrt(2 * c1_off), np.sqrt(2 * (2 - c1_off)), 0, 0]
first = solve_ivp(flow, (0, 0.3), begin, args=(eps_off,), method="DOP853",
                  rtol=1e-12, atol=1e-14).y[:, -1]
u, v, pu, pv, s_first, t_first = first
two_r = u**2 + v**2
cartesian = [u * v, (u**2 - v**2) / 2, (v * pu + u * pv) / two_r,
             (u * pu - v * pv) / two_r, 0]


def newton(t, y):
    rho, z, prho, pz = y[:4]
    r3 = np.hypot(rho, z)**3
    return [prho, pz, -rho / r3, -z / r3 - 1, prho**2 + pz**2]


r_stop = 1e-4


def arrival(t, y):
    return np.hypot(y[0], y[1]) - r_stop


arrival.terminal = True
arrival.direction = -1
path = solve_ivp(newton, (0, 2 * time_off), cartesian, method="DOP853",
                 rtol=1e-11, atol=1e-13, events=arrival)
assert len(path.t_events[0]) == 1
# The last piece from r_stop to the nucleus is pure Coulomb fall to this order
cart_action = s_first + path.y[4, -1] + 2 * np.sqrt(2 * r_stop)
cart_time = t_first + path.t[-1] + np.sqrt(2) / 3 * r_stop**1.5
assert abs(cart_action - action_off) < 2e-5
assert abs(cart_time - time_off) < 2e-5
# stationary action with respect to c1 at fixed energy
step = 1e-4
family = [k0 * half_cycle(eps_off, c, 1)[0]
          + l0 * half_cycle(eps_off, 2 - c, -1)[0]
          for c in (c1_off - step, c1_off + step)]
assert abs((family[1] - family[0]) / (2 * step)) < 1e-5

# ---- worked example
field = 5e-8
eps_ex = -2.5
to_cm = physical_constants["hartree-inverse meter relationship"][0] / 100
to_vcm = physical_constants["atomic unit of electric field"][0] / 100
to_ps = physical_constants["atomic unit of time"][0] * 1e12
print(f"field F = {field:.3e} a.u. = {to_vcm * field:.2f} V/cm")
print(f"sqrt(F) = {np.sqrt(field):.6e} a.u.")
print(f"F^(-1/4) = {field**-0.25:.4f} a.u.")
print(f"F^(-3/4) = {field**-0.75:.5e} a.u.")
print(f"scaled energy = {eps_ex:.2f} (dimensionless)")
print(f"energy E = {eps_ex * np.sqrt(field):.6e} hartree")
for name, sign in (("uphill", 1), ("downhill", -1)):
    m, i0, i2 = elliptic_integrals(eps_ex, 2.0, sign)
    s, _, t = half_cycle(eps_ex, 2.0, sign)
    print(f"{name}: m = {m:.6f}, K = {ellipk(m):.6f}, E = {ellipe(m):.6f}")
    print(f"{name}: I0 = {i0:.6f}, I2 = {i2:.6f} (scaled)")
    print(f"{name}: scaled action = {s:.6f}, by quadrature "
          f"{axial_action_quadrature(eps_ex, sign):.6f}")
    print(f"{name}: action = {s * field**-0.25:.3f} hbar")
    print(f"{name}: scaled return time = {t:.6f}")
    print(f"{name}: return time = {t * field**-0.75 * to_ps:.4f} ps")
print(f"period ratio at this energy, downhill = {period_ratio(eps_ex, 0):.6f}")
print(f"period ratio at this energy, uphill = {period_ratio(eps_ex, 2):.6f}")
print(f"downhill scaled action at saddle = {saddle_action:.6f}")
print("l/k, eps_down, l*S_down, eps_up, k*S_up (scaled units)")
for l, k in ((1, 2), (2, 3), (3, 4), (4, 5), (5, 6)):
    ed, eu = bifurcation_energies(l, k)
    assert ed < eu
    sd = l * half_cycle(ed, 2.0, -1)[0]
    su = k * half_cycle(eu, 2.0, 1)[0]
    print(f"{l}/{k}  {ed:.6f}  {sd:.5f}  {eu:.6f}  {su:.5f}")
print(f"2/3 by shooting: down {shot_down:.6f}, up {shot_up:.6f} (scaled)")
for name, e in (("down", eps_down), ("up", eps_up)):
    energy = e * np.sqrt(field)
    print(f"2/3 {name}: E = {energy:.6e} hartree = {energy * to_cm:.3f} cm^-1")
print(f"2/3 orbit counts below, inside, above window = {counts}")
print(f"off-axis 2/3 orbit at scaled energy {eps_off:.2f}")
print(f"c1 = {c1_off:.6f}, c2 = {2 - c1_off:.6f} (scaled)")
print(f"largest bound c2 = {eps_off**2 / 2:.6f} (scaled)")
print(f"launch angle from +z = {np.degrees(np.arccos(c1_off - 1)):.3f} deg")
print(f"scaled action = {action_off:.6f}, Cartesian {cart_action:.6f}")
print(f"scaled return time = {time_off:.6f}, Cartesian {cart_time:.6f}")
print(f"action = {action_off * field**-0.25:.3f} hbar")
print(f"return time = {time_off * field**-0.75 * to_ps:.4f} ps")
print("tests ok")
```

Output:

```
field F = 5.000e-08 a.u. = 257.11 V/cm
sqrt(F) = 2.236068e-04 a.u.
F^(-1/4) = 66.8740 a.u.
F^(-3/4) = 2.99070e+05 a.u.
scaled energy = -2.50 (dimensionless)
energy E = -5.590170e-04 hartree
uphill: m = 0.109566, K = 1.616695, E = 1.526843
uphill: I0 = 0.638899, I2 = 0.220863 (scaled)
uphill: scaled action = 2.671249, by quadrature 2.671249
uphill: action = 178.637 hbar
uphill: scaled return time = 0.441726
uphill: return time = 3.1955 ps
downhill: m = 0.250000, K = 1.685750, E = 1.467462
downhill: I0 = 0.842875, I2 = 0.436576 (scaled)
downhill: scaled action = 3.040080, by quadrature 3.040080
downhill: action = 203.302 hbar
downhill: scaled return time = 0.873153
downhill: return time = 6.3165 ps
period ratio at this energy, downhill = 0.833435
period ratio at this energy, uphill = 0.909488
downhill scaled action at saddle = 3.771236
l/k, eps_down, l*S_down, eps_up, k*S_up (scaled units)
1/2  -2.008997  3.73385  -0.397291  8.68120
2/3  -2.092304  7.07299  -0.795071  11.57963
3/4  -2.220354  10.01226  -1.112888  14.19257
4/5  -2.359740  12.69558  -1.379091  16.63538
5/6  -2.499494  15.20261  -1.610670  18.95630
2/3 by shooting: down -2.092303, up -0.795072 (scaled)
2/3 down: E = -4.678533e-04 hartree = -102.682 cm^-1
2/3 up: E = -1.777834e-04 hartree = -39.019 cm^-1
2/3 orbit counts below, inside, above window = [0, 1, 0]
off-axis 2/3 orbit at scaled energy -1.80
c1 = 0.588573, c2 = 1.411427 (scaled)
largest bound c2 = 1.620000 (scaled)
launch angle from +z = 114.295 deg
scaled action = 8.147785, Cartesian 8.147786
scaled return time = 3.616741, Cartesian 3.616741
action = 544.875 hbar
return time = 26.1641 ps
tests ok
```
